**Cubic early coverage from random nucleation and linear lateral growth**

The program tests the law $\theta\simeq(\pi/3)Jg^2n^3$ for unwanted coverage $\theta$ after $n$ cycles, where $J$ is the nucleation rate per free area per cycle and $g$ is the lateral growth per cycle. It asserts that the closed form of the summed disc area $X$ agrees with explicit summation for several birth radii $r_0$. A spatial simulation that places nuclei on free pixels must agree with $1-e^{-X}$ within four standard deviations of the counting noise. For $r_0=0$, the simulated exponent between 50 and 100 cycles is 3.014, while initial defects alone give 1.998. A separate comparison asserts that nuclei placed on covered ground leave the coverage unchanged for $r_0=0$ and raise it within the derived bound for $r_0=20$ Å. Direct searches test the defect crossover and the cycle limit. For 1% allowed coverage the limit is 73 cycles, and a thousandfold lower nucleation rate extends it to 727.

## Numerical check

```python
# Result under test: unwanted coverage in area-selective deposition.
# Random nucleation at constant rate J (per area per cycle) on free ground and
# island radius r0 + g*(age in cycles) give, at early times,
#     coverage = (pi/3) * J * g**2 * n**3,
# for n large against 1 and r0/g, while the coverage is still small.
# Symbols: n cycle number, g lateral growth per cycle, r0 radius at birth,
# X summed disc area per unit area (overlaps counted), N0 density of defects
# that start to grow at cycle 0. Lengths are in angstrom.
import numpy as np

g = 0.5
J = 1.0e-7
N0 = 1.0e-6
r0_finite = 2.0
theta_max = 0.01
n_last = 240
box = 32000.0
pixels = 4000
pixel = box / pixels


def summed_area(n, rate, r0):
    """X from its definition: add the disc areas of all ages."""
    ages = np.arange(n)
    return np.pi * rate * np.sum((r0 + g * ages) ** 2)


def cubic_law(n, rate):
    return np.pi * rate * g**2 * n**3 / 3


def closed_form(n, rate, r0):
    rho = r0 / g
    factor = 1 + 3 * (rho - 0.5) / n + (3 * rho**2 - 3 * rho + 0.5) / n**2
    return cubic_law(n, rate) * factor


def simulate(rate, defects, r0, n_max, seed):
    """Coverage after each cycle; nuclei are placed on free pixels only."""
    rng = np.random.default_rng(seed)
    arrival = np.full((pixels, pixels), 9999, dtype=np.int16)
    for m in range(n_max + 1):
        density = defects if m == 0 else rate
        points = rng.random((rng.poisson(density * box**2), 2)) * box
        cells = (points / pixel).astype(int)
        free = arrival[cells[:, 0], cells[:, 1]] > m
        half = int((r0 + g * (n_max - m)) / pixel) + 1
        offsets = np.arange(-half, half + 1)
        for (x, y), (cx, cy) in zip(points[free], cells[free]):
            ix, iy = cx + offsets, cy + offsets
            dx, dy = (ix + 0.5) * pixel - x, (iy + 0.5) * pixel - y
            distance = np.sqrt(dx[:, None] ** 2 + dy[None, :] ** 2)
            reached = m + np.ceil(np.maximum((distance - r0) / g, 0))
            patch = np.ix_(ix % pixels, iy % pixels)
            arrival[patch] = np.minimum(arrival[patch],
                                        reached.astype(np.int16))
    counts = np.bincount(arrival.ravel(), minlength=n_max + 1)
    return np.cumsum(counts[:n_max + 1]) / pixels**2


def phantom_comparison(r0, seed):
    """Probe coverage with all nuclei and with those born on free ground."""
    rng = np.random.default_rng(seed)
    side = 6000.0
    births = np.repeat(np.arange(1, n_last + 1),
                       rng.poisson(J * side**2, n_last))
    centres = rng.random((len(births), 2)) * side
    real = np.zeros(len(births), dtype=bool)
    for i, m in enumerate(births):
        older = real & (births < m)
        gap = np.hypot(*(centres[older] - centres[i]).T)
        real[i] = not np.any(gap <= r0 + g * (m - births[older]))
    probes = rng.random((20000, 2)) * side
    with_all = np.zeros(len(probes), dtype=bool)
    with_real = np.zeros(len(probes), dtype=bool)
    for centre, m, is_real in zip(centres, births, real):
        inside = np.hypot(*(probes - centre).T) <= r0 + g * (n_last - m)
        with_all |= inside
        if is_real:
            with_real |= inside
    return with_all, with_real, int(np.sum(~real))


def last_allowed_cycle(rate):
    n = 1
    while -np.expm1(-summed_area(n + 1, rate, 0.0)) <= theta_max:
        n += 1
    return n


# Closed form against explicit summation
for r0 in (0.0, 0.25, r0_finite, 20.0):
    for n in (1, 7, 50, 240):
        direct = summed_area(n, J, r0)
        assert abs(closed_form(n, J, r0) - direct) < 1e-11 * max(direct, 1e-6)

print(f"lateral growth g = {g} angstrom/cycle")
print(f"nucleation rate J = {J:.1e} angstrom^-2/cycle")
n_c = (3 / (np.pi * J * g**2)) ** (1 / 3)
print(f"cycle scale n_c where cubic law reaches 1 = {n_c:.1f} cycles")

# Spatial simulation against the coverage formula
for r0, seed in ((0.0, 11), (r0_finite, 12)):
    simulated = simulate(J, 0.0, r0, n_last, seed)
    print(f"birth radius r0 = {r0} angstrom; coverages are fractions")
    for n in (50, 100, 240):
        X = summed_area(n, J, r0)
        formula = -np.expm1(-X)
        radii = r0 + g * np.arange(n)
        # relative counting noise of a finite number of nuclei
        noise = np.sqrt(np.sum(radii**4) / (J * box**2)) / np.sum(radii**2)
        assert abs(simulated[n] / formula - 1) < 4 * noise
        if n == n_last:
            assert abs(simulated[n] / X - 1) > 4 * noise
        print(f" n={n}: cubic {cubic_law(n, J):.5f}, X {X:.5f}, "
              f"1-exp(-X) {formula:.5f}, simulated {simulated[n]:.5f}")
        print(f"   relative counting noise (1 sigma) = {noise:.4f}")
    slope = np.log2(simulated[100] / simulated[50])
    expected = np.log2(np.expm1(-summed_area(100, J, r0))
                       / np.expm1(-summed_area(50, J, r0)))
    assert abs(slope - expected) < 0.15
    if r0 == 0.0:
        assert abs(slope - 3) < 0.15
    print(f" exponent from n=50 to 100: simulated {slope:.3f}, "
          f"formula {expected:.3f}")

# Initial defects alone give a quadratic law
defect_run = simulate(0.0, N0, 0.0, 100, 13)
defect_slope = np.log2(defect_run[100] / defect_run[50])
assert abs(defect_slope - 2) < 0.1
print(f"initial defect density N0 = {N0:.1e} angstrom^-2")
print(f"exponent for initial defects alone, simulated = {defect_slope:.3f}")
crossover = 3 * N0 / J
n_cross = 2
while summed_area(n_cross, J, 0.0) < np.pi * N0 * (g * n_cross) ** 2:
    n_cross += 1
assert abs(n_cross - crossover) <= 2
print(f"defect crossover 3*N0/J = {crossover:.1f} cycles")
print(f"first cycle with random nuclei ahead = {n_cross}")

# Phantom nuclei: harmless for r0 = 0, second order for r0 > 0
for r0, seed in ((0.0, 21), (20.0, 22)):
    with_all, with_real, phantoms = phantom_comparison(r0, seed)
    excess = np.mean(with_all) - np.mean(with_real)
    assert phantoms > 10
    if r0 == 0.0:
        assert np.array_equal(with_all, with_real)
    else:
        assert 0 < excess < summed_area(n_last, J, r0) ** 2
    print(f"phantom test r0 = {r0} angstrom, n = {n_last}: "
          f"{phantoms} phantoms")
    print(f" coverage with all {np.mean(with_all):.5f}, "
          f"excess over real {excess:.5f}")

# Early-time error of replacing 1-exp(-X) by X
X100 = summed_area(100, J, 0.0)
relative_error = X100 / -np.expm1(-X100) - 1
assert abs(relative_error - X100 / 2) < X100**2
print(f"relative overlap error of X at n=100, r0=0 = {relative_error:.4f}")

# Permitted number of cycles and its weak dependence on the nucleation rate
estimate = (3 * theta_max / (np.pi * J * g**2)) ** (1 / 3)
allowed = last_allowed_cycle(J)
allowed_clean = last_allowed_cycle(J / 1000)
assert abs(allowed - estimate) < 2
assert abs(allowed_clean / allowed - 10) < 0.2
print(f"allowed coverage = {theta_max}")
print(f"cycle limit from cubic law = {estimate:.2f} cycles")
print(f"cycle limit from explicit sum = {allowed} cycles")
print(f"film thickness on growth area then = {g * allowed:.1f} angstrom")
print(f"cycle limit with J/1000 = {allowed_clean} cycles")
print(f"gain in cycles from J/1000 = {allowed_clean / allowed:.2f}")
print("verified")
```

Printed output:

```
lateral growth g = 0.5 angstrom/cycle
nucleation rate J = 1.0e-07 angstrom^-2/cycle
cycle scale n_c where cubic law reaches 1 = 336.8 cycles
birth radius r0 = 0.0 angstrom; coverages are fractions
 n=50: cubic 0.00327, X 0.00317, 1-exp(-X) 0.00317, simulated 0.00309
   relative counting noise (1 sigma) = 0.0188
 n=100: cubic 0.02618, X 0.02579, 1-exp(-X) 0.02546, simulated 0.02498
   relative counting noise (1 sigma) = 0.0133
 n=240: cubic 0.36191, X 0.35965, 1-exp(-X) 0.30208, simulated 0.29957
   relative counting noise (1 sigma) = 0.0086
 exponent from n=50 to 100: simulated 3.014, formula 3.006
birth radius r0 = 2.0 angstrom; coverages are fractions
 n=50: cubic 0.00327, X 0.00401, 1-exp(-X) 0.00400, simulated 0.00389
   relative counting noise (1 sigma) = 0.0181
 n=100: cubic 0.02618, X 0.02902, 1-exp(-X) 0.02861, simulated 0.02796
   relative counting noise (1 sigma) = 0.0130
 n=240: cubic 0.36191, X 0.37797, 1-exp(-X) 0.31475, simulated 0.30943
   relative counting noise (1 sigma) = 0.0085
 exponent from n=50 to 100: simulated 2.845, formula 2.838
initial defect density N0 = 1.0e-06 angstrom^-2
exponent for initial defects alone, simulated = 1.998
defect crossover 3*N0/J = 30.0 cycles
first cycle with random nuclei ahead = 32
phantom test r0 = 0.0 angstrom, n = 240: 65 phantoms
 coverage with all 0.29120, excess over real 0.00000
phantom test r0 = 20.0 angstrom, n = 240: 97 phantoms
 coverage with all 0.42940, excess over real 0.00055
relative overlap error of X at n=100, r0=0 = 0.0129
allowed coverage = 0.01
cycle limit from cubic law = 72.56 cycles
cycle limit from explicit sum = 73 cycles
film thickness on growth area then = 36.5 angstrom
cycle limit with J/1000 = 727 cycles
gain in cycles from J/1000 = 9.96
verified
```
